Completion Times of Shrinking Cores in Slabs, Cylinders and Spheres

**Problem**

Coke is burnt out of porous catalyst pellets in dilute oxygen. The porous support keeps its size while a shrinking core of unburnt coke retreats from the surface. Three bodies are compared: a slab of half-thickness R with both faces exposed, a long cylinder of radius R and a sphere of radius R. The slab's edges and the cylinder's ends do not contribute.

All three have the same carbon density ρ (moles per volume), the same effective oxygen diffusivity D in the burnt layer, and the same oxygen concentration C₀ at the outer surface. Carbon burns as C + O₂ → CO₂, so one mole of oxygen removes one mole of carbon, and the gas has no net molar flow. Burning at the core is taken to be instantaneous, so the concentration there is zero. Diffusion is quasi-steady: the concentration profile at each moment is the steady one for the current core. How do the three completion times compare?

**A tempting solution**

Let d = 1, 2, 3 denote slab, cylinder and sphere, and let s be the core's half-thickness or radius. The burnt layer has thickness R − s, so the flux density entering the body seems to be DC₀/(R − s). Multiply it by the outer area, proportional to Rᵈ⁻¹, and equate the supply to the carbon consumed:

ρ sᵈ⁻¹ ds/dt = −D C₀ Rᵈ⁻¹/(R − s).

The minus sign records that the core shrinks. Separating variables and integrating from s = R to s = 0 gives

t = [ρ/(D C₀ Rᵈ⁻¹)] ∫₀ᴿ sᵈ⁻¹(R − s) ds
 = [ρ/(D C₀ Rᵈ⁻¹)] Rᵈ⁺¹[1/d − 1/(d + 1)]
 = ρR²/[d(d + 1)D C₀].

The coefficients are 1/2, 1/6 and 1/12, so the times would stand as 1 : 1/3 : 1/6.

**Where it fails**

The carbon balance is sound; the flux is not. In steady diffusion the total flow through every surface between R and s is the same. In a cylinder or sphere these surfaces become smaller inward, so the flux density and the concentration gradient must grow inward. The expression DC₀/(R − s) assumes a uniform gradient, and multiplying it by the outer area gives the whole layer its widest cross-section. The supply is overestimated and the time comes out too short.

Using the core area throughout errs the other way. The factor sᵈ⁻¹ then cancels from the balance, and every shape receives the slab time ρR²/(2DC₀). For the curved bodies the true time must lie between these two estimates.

**The right solution**

Let c(r) be the oxygen concentration. Apart from a constant geometric factor, the inward flow is

F = rᵈ⁻¹ D dc/dr,

which is independent of r. Divide by D rᵈ⁻¹ and integrate from c(s) = 0 to c(R) = C₀:

C₀ = (F/D) G(s), G(s) = ∫ₛᴿ r¹⁻ᵈ dr.

Hence F = DC₀/G(s), and the carbon balance becomes

ρ sᵈ⁻¹ ds/dt = −D C₀/G(s).

Integrating down to s = 0 gives the completion time

t_d = [ρ/(D C₀)] ∫₀ᴿ sᵈ⁻¹ [∫ₛᴿ r¹⁻ᵈ dr] ds.

The double integral covers the region 0 < s < r < R. Doing the s integral first gives

∫₀ᴿ r¹⁻ᵈ [∫₀ʳ sᵈ⁻¹ ds] dr = ∫₀ᴿ r¹⁻ᵈ (rᵈ/d) dr = ∫₀ᴿ (r/d) dr = R²/(2d).

Therefore

t_d = ρR²/(2d D C₀),

t₁ : t₂ : t₃ = 1 : 1/2 : 1/3 at equal R.

The factor r/d shows the reason. The layer at radius r must pass all the oxygen needed by the carbon inside it, and the volume inside per unit area of that surface is r/d.

**The course of the burn**

Stopping the integration at a core radius s = xR gives the elapsed time. For the slab, G = R − s, and

∫ₛᴿ (R − y) dy = (R − s)²/2.

For the cylinder, G = ln(R/s). Since y²ln(R/y)/2 + y²/4 has derivative y ln(R/y),

∫ₛᴿ y ln(R/y) dy = (R² − s²)/4 − (s²/2)ln(R/s).

For the sphere, G = 1/s − 1/R, and

∫ₛᴿ (y − y²/R) dy = R²/6 − s²/2 + s³/(3R).

Dividing each by its full value R²/(2d) gives

slab: t/t₁ = (1 − x)²
cylinder: t/t₂ = 1 − x² + 2x² ln x
sphere: t/t₃ = 1 − 3x² + 2x³.

Half the carbon is gone when xᵈ = 1/2. This takes 25.0%, 15.3% and 11.0% of the respective completion times. The curved bodies reach this point at a smaller fraction of their time for two reasons: more of their carbon lies near the surface, and the narrowing path makes the diffusion resistance rise steeply as the core becomes small. Their core radii are then still 0.71R and 0.79R, against a core half-thickness of 0.50R for the slab.

**What "same size" means**

The ratio above holds R fixed. Suppose instead that the volume per exposed area, ℓ = R/d, is fixed. Substituting R = dℓ gives

t_d = ρ(dℓ)²/(2d D C₀) = d ρℓ²/(2D C₀).

The times now stand as 1 : 2 : 3, and the sphere is slowest. All bodies hold the same carbon per exposed area, but the sphere's centre lies three times as deep as the slab's. A comparison of shapes therefore has no answer until the common length is named.

**Numbers for a pellet**

Take rough, round values: R = 1.5 mm, temperature T = 900 K, oxygen pressure 0.020 atm, D = 1.0×10⁻⁶ m²/s, pellet density 1200 kg/m³ and 3.0 wt% coke, treated as carbon. The ideal gas law gives C₀ = 0.2708 mol/m³. The carbon density is

ρ = 1200 × 0.030/0.0120 = 3000 mol/m³.

For the slab,

t₁ = 3000 × (1.5×10⁻³)²/(2 × 1.0×10⁻⁶ × 0.2708) ≈ 1.25×10⁴ s = 3.46 h.

The cylinder takes 1.73 h and the sphere 1.15 h. The tempting formula would have given the sphere one sixth of the slab time, about 0.58 h, which is half the correct value.

At a common ℓ = 0.50 mm the radii are 0.50, 1.00 and 1.50 mm, and the times are 0.385, 0.769 and 1.154 h.

**Is the quasi-steady step justified?**

Let ε be the pore fraction, so that gas storage changes the diffusion equation to ε ∂c/∂t = D∇²c. Assume the pores start without oxygen. Define the exposure U(r,t) as the time integral of c at r, which begins when the front arrives at time τ(r). Because c = 0 at the front,

∂U/∂r = ∫ ∂c/∂r dt′, from τ to t.

Differentiating again adds −(∂c/∂r)τ′ evaluated at the front. There D ∂c/∂r = −ρ ds/dt and τ′ = 1/(ds/dt), so the added term is +ρ/D. In the burnt region, therefore,

D∇²U = ρ + ∫ ε (∂c/∂t′) dt′ = ρ + εc.

At completion U(0) = 0 and U(R) = C₀t. Two radial integrations, with no flow lost at the centre, give

C₀t = ρR²/(2dD) + (ε/D) ∫₀ᴿ r¹⁻ᵈ [∫₀ʳ c yᵈ⁻¹ dy] dr.

Since 0 ≤ c ≤ C₀, the last term lies between zero and εC₀R²/(2dD). Relative to t_d, storage therefore lengthens the burn by less than εC₀/ρ. With ε = 0.50 this bound is 0.0045%, which is negligible here.

The small ratio matters. In a numerical solution of the full transient problem with εC₀/ρ raised to 0.50, the times exceeded t_d by about 16%, 29% and 36% for slab, cylinder and sphere. All lie below the 50% bound, but the simple ratios no longer hold.

**When burning is not instantaneous**

Let carbon burn at the local rate kc per volume until it is gone, with gas storage neglected. At completion every point has lost ρ, so D∇²U = ρ throughout. The centre has the lowest concentration and burns out last, when kU(0) = ρ. The same two integrations now give

t = ρR²/(2d D C₀) + ρ/(k C₀).

The second term does not depend on shape. When it dominates, all three bodies finish together. Relative to t_d the delay is 2d/K, where K = kR²/D.

With a rough k = 100 s⁻¹, K = 225 and the reaction zone has width √(D/k) = 0.10 mm. The delays are 0.9%, 1.8% and 2.7%.

If the rate is also proportional to the carbon remaining, the local carbon density is ρ exp(−kU/ρ). Complete removal then takes infinite time, so define completion as 99% removal at the centre. With v = kU/ρ and lengths in units of R,

∇²v = K(1 − e⁻ᵛ), v(0) = ln 100, t/t_d = 2d v(1)/K.

The last relation follows from v(1) = kC₀t/ρ. Numerical solution gives delays of 3.9%, 8.1% and 12.2%. The ratios at equal R change from 1 : 0.500 : 0.333 to 1 : 0.520 : 0.360. These figures are sensitive to the rough k: at k = 31 s⁻¹ (K = 70) the delays are about 13%, 26% and 39%, and the ratios are 1 : 0.56 : 0.41.

**The model beside a real pellet**

Coke burn-off suits the fixed-size assumption because the support remains, but the inputs above are rough and k depends strongly on temperature. If k were 100 times smaller, K would be 2.25, and the first burning law would lengthen the sphere's time by a factor 1 + 6/2.25 ≈ 3.7. The sharp-core picture would then have failed.

Carbon monoxide changes the oxygen demand. Carbon leaving as CO needs half as much oxygen, so under diffusion control an assumed CO fraction of 0.30 shortens the burn by 15%. If that fraction is the same for every shape, the diffusion-controlled ratios are unchanged.

If a stagnant gas film with transfer coefficient k_g surrounds the body, let C₀ now mean the oxygen concentration outside the film. The film's resistance adds D/(k_g Rᵈ⁻¹) to G. Integration over the core adds ρR/(d k_g C₀) to the time, or 2D/(k_g R) relative to t_d. For k_g = 0.0667 m/s, the still-gas value for a sphere taken for all three shapes, this is 2.0%.

Heating is modest for these inputs. With 400 kJ released per mole and a pellet conductivity λ = 0.20 W/(m K), steady heat flow balances λ dT/dr = −H D dc/dr, where H is the heat released per mole. The internal rise is thus HDC₀/λ = 0.54 K. The rise across the sphere's gas film is largest early in the burn, once the pellet has warmed but while carbon still reaches the surface. Treat the thin reaction zone as flat: c falls with depth z as exp(−z√(k/D)), so the zone takes up oxygen at √(kD) times the surface concentration. With the film in series, the flux density is C₀/[1/k_g + 1/√(kD)]. Multiplying by H and dividing by the film's heat-transfer coefficient, 0.060/R = 40 W/(m² K) with R in metres, gives a steady rise of about 24 K without radiation. At fixed k this is a slight overestimate, because the zone is really curved; the increase of k with temperature, left out here, acts the other way and can be the larger effect. With an assumed activation energy of 157 kJ/mol and a pellet heat capacity of 1000 J/(kg K), the first burning law gives a peak near 29 K. If D varies as √T, as for diffusion limited by pore walls, and C₀ as 1/T, then t_d varies as √T. Even if a 24 K rise lasted throughout, this dependence would lengthen the burn by about 1.3%.

In a packed bed, upstream pellets also consume oxygen and heat the gas, so neither C₀ nor the temperature is constant or equal for all pellets. At half the surface concentration, the diffusion-controlled time doubles. The pellet times above are therefore not regeneration times for a whole bed. The numerical output below lists the inputs and the separate corrections.

Computed values

```
Radius or half-thickness: 1.50 mm
Temperature: 900 K
Oxygen pressure: 0.020 atm
Pellet density: 1200 kg/m3
Coke loading: 3.0 wt%
Carbon molar mass used: 12.0 g/mol
Effective diffusivity: 1.00e-06 m2/s
Surface oxygen concentration C0: 0.2708 mol/m3
Carbon density rho: 3000 mol/m3
Equal R, slab: 12462 s = 3.462 h; ratio to slab 1.0000
Equal R, cylinder: 6231 s = 1.731 h; ratio to slab 0.5000
Equal R, sphere: 4154 s = 1.154 h; ratio to slab 0.3333
Common volume/surface ratio: 0.50 mm
Equal V/S, slab: R 0.50 mm, time 0.385 h, ratio 1.000
Equal V/S, cylinder: R 1.00 mm, time 0.769 h, ratio 2.000
Equal V/S, sphere: R 1.50 mm, time 1.154 h, ratio 3.000
Half conversion, slab: core s/R 0.5000, time fraction 0.2500, time 51.9 min
Half conversion, cylinder: core s/R 0.7071, time fraction 0.1534, time 15.9 min
Half conversion, sphere: core s/R 0.7937, time fraction 0.1101, time 7.6 min
Pore fraction: 0.50
Storage bound on time increase: 0.00451 %
Storage ratio in transient test: 0.50
Transient test increase, slab: 15.7 %
Transient test increase, cylinder: 28.7 %
Transient test increase, sphere: 35.9 %
Burning rate constant k: 100 1/s
Burning number K = k R^2/D: 225.0
Reaction-zone width sqrt(D/k): 0.100 mm
Finite-rate increase, slab: zero order 0.89 %, first order to 99% at centre 3.93 %
Finite-rate increase, cylinder: zero order 1.78 %, first order to 99% at centre 8.10 %
Finite-rate increase, sphere: zero order 2.67 %, first order to 99% at centre 12.21 %
First-order corrected cylinder/slab ratio: 0.5201
First-order corrected sphere/slab ratio: 0.3599
Free-gas diffusivity: 1.00e-04 m2/s
Still-gas film coefficient kg: 0.0667 m/s
Still-gas film time increase: 2.00 %
Heat released H: 400 kJ/mol
Gas thermal conductivity: 0.060 W/(m K)
Pellet thermal conductivity: 0.20 W/(m K)
Internal temperature rise: 0.54 K
Initial film temperature rise, sphere: 23.5 K
Film rise at s/R = 1/2, sphere: 1.81 K
Time change if initial rise lasted: 1.30 %
Carbon fraction leaving as CO: 0.30
Time reduction from CO formation: 15.0 %
```
